# Diffusion-Limited Vacancy–Interstitial Recombination from Capture Radius and Relative Diffusivity, part 2

Interstitials and vacancies diffuse isotropically through a crystal and annihilate in pairs. Their concentrations \(C_I\) and \(C_V\) are numbers per volume, and their diffusivities are \(D_I\) and \(D_V\). The number of recombination events per volume and time is the recombination coefficient times \(C_IC_V\).

A pair reacts as soon as its separation \(r\) falls to the capture radius \(r_c\). Unless stated otherwise, there is no force between the defects and no barrier at contact. The separation diffuses with \(D=D_I+D_V\). Motion is treated as continuous on the scale of \(r_c\) (assumption 3). Real defects jump between sites, so unless \(r_c\) is much larger than the jump length it is an effective radius, defined by the value of the coefficient that it reproduces.

Let \(g(r,t)\) be the pair density relative to that of defects that do not react. For initially uncorrelated positions it satisfies \(g(r_c,t)=0\), \(g(\infty,t)=1\) and \(g(r,0)=1\) for \(r>r_c\). The solution of the radial diffusion equation is

\[
g(r,t)=1-\frac{r_c}{r}\operatorname{erfc}\!\left(\frac{r-r_c}{\sqrt{4Dt}}\right). \tag{28}
\]

The inward flow at \(r_c\) gives the time-dependent coefficient

\[
k(t)=4\pi r_cD\left(1+\frac{r_c}{\sqrt{\pi Dt}}\right). \tag{30}
\]

Written without an argument, \(k\) is its steady value,

\[
\boxed{k=4\pi r_c^2D\,\frac1{r_c}=4\pi r_c(D_I+D_V).} \tag{18}
\]

The relative excess of \(k(t)\) over \(k\) falls to a fraction \(\epsilon\) at the time

\[
t_\epsilon=\frac{r_c^2}{\pi D\epsilon^2}. \tag{31}
\]

If the defects do interact, with energy \(U(r)\) and \(U(\infty)=0\), the steady coefficient at temperature \(T\) becomes

\[
k=4\pi r_{\rm eff}D,\qquad
\frac1{r_{\rm eff}}=\int_{r_c}^{\infty}\frac{e^{U/k_BT}}{r^2}\,dr, \tag{22}
\]

where \(k_B\) is the Boltzmann constant.

### The fate of a single pair

Equation (28) has a second meaning. Let \(W(r,t)\) be the probability that a pair starting at separation \(r\) has not reacted by time \(t\). After a first short step \(\boldsymbol\delta\) of the separation, the pair starts afresh from its new position:

\[
W(\mathbf r,t+\tau)=\langle W(\mathbf r+\boldsymbol\delta,t)\rangle. \tag{32}
\]

The step has zero mean and variance \(2D\tau\) per axis. Expansion to second order gives \(\partial W/\partial t=D\nabla^2W\). The conditions are \(W(r_c,t)=0\), \(W(\infty,t)=1\) and \(W(r,0)=1\), the same as for \(g\). Hence \(W=g\), and the probability of having reacted is

\[
P(r,t)=1-g(r,t)=\frac{r_c}{r}\operatorname{erfc}\!\left(\frac{r-r_c}{\sqrt{4Dt}}\right). \tag{33}
\]

As \(t\to\infty\) it tends to \(r_c/r\). A pair created at \(2r_c\) has an even chance of eventually annihilating and an even chance of escaping, in an otherwise empty infinite crystal.

This shows why the initial condition matters. Irradiation can create an interstitial and a vacancy close together. A fraction \(r_c/r\) of such isolated pairs eventually recombines with the original partner. The number of these events is proportional to the number of pairs created and not to \(C_IC_V\). Equation (30) does not describe that stage. The bulk coefficient applies to defects that have separated and lost the memory of their partners.

Random walks in which both defects move test the pair probability and the sum of diffusivities together. With \(D_I=0.7D\), \(D_V=0.3D\), a starting separation \(2r_c\) and a time \(4r_c^2/D\), Eq. (33) gives

\[
P=\tfrac12\operatorname{erfc}\!\left(\tfrac14\right)=0.362. \tag{34}
\]

The simulated fraction from 100,000 pairs is also 0.362. Using \(D_I\) in place of \(D\) would give 0.336. The standard deviation expected from sampling is \(\sqrt{0.362\times0.638/10^5}\approx0.0015\), so the simulation distinguishes the two.

### Decay of the concentrations

The pair calculation gives the initial reaction rate of a dilute, random population. To follow the concentrations as they fall, we assume that the pair density remains

\[
C_I(t)\,C_V(t)\,g(r,t). \tag{35}
\]

This is a mean-field closure. It treats the removal of defects by third partners as a uniform reduction of both concentrations and neglects the correlations it creates. With this assumption,

\[
\frac{dC_I}{dt}=\frac{dC_V}{dt}=-k(t)\,C_IC_V. \tag{36}
\]

The total effect of the time-dependent coefficient enters through its integral. Since \(\int_0^t s^{-1/2}ds=2\sqrt t\),

\[
K(t)=\int_0^tk(s)\,ds
=4\pi r_cD\left[t+2r_c\sqrt{\frac{t}{\pi D}}\,\right]. \tag{37}
\]

For equal concentrations \(C_I=C_V=C\), divide Eq. (36) by \(-C^2\). The left side is then \(d(1/C)/dt\), and integration from the initial value \(C_0\) gives

\[
\frac1{C(t)}=\frac1{C_0}+K(t),\qquad
C(t)=\frac{C_0}{1+C_0K(t)}. \tag{38}
\]

When the transient is negligible, \(K=kt\), and half the defects remain after

\[
t_{1/2}=\frac1{kC_0}. \tag{39}
\]

The decay is not exponential. The next halving starts from half the concentration and takes twice as long.

For unequal concentrations, the difference \(\Delta=C_I-C_V\) is conserved, because each event removes one of each. Dividing the two equations in (36) by their concentrations and subtracting,

\[
\frac{d}{dt}\ln\frac{C_V}{C_I}=-k(t)C_I+k(t)C_V=-k(t)\Delta. \tag{40}
\]

Hence \(C_V/C_I\) changes by the factor \(e^{-\Delta K(t)}\). If interstitials are in large excess, \(C_I\) is nearly constant and the vacancies decay as \(e^{-C_IK(t)}\).

### How far the closure can be trusted

The closure was tested by simulating many defects in periodic boxes, with equal numbers of each species and the same ratio of diffusivities as above. The density was \(10^{-4}\,r_c^{-3}\) for each species, and the time \(800\,r_c^2/D\). The surviving fraction was 0.486, against 0.489 from Eq. (38), a difference of 0.7 % relative to the formula. With \(D_I\) alone the formula would give 0.576. The standard deviation expected from sampling is about 0.007, or 1.5 % of the value. In addition, each box holds only 27 defects of each kind. The rate in a box follows the square of its defect number \(N\), and \(\langle N^2\rangle>\langle N\rangle^2\), which by itself lowers the mean surviving fraction by about 0.7 %. The run therefore cannot resolve an error of the closure below the per cent level. It supports the bulk law at this density and over roughly the first half-life.

At much later times another effect appears when the mean concentrations are equal. A region of size \(\ell\) initially contains about \(C_0\ell^3\) defects of each kind, with a random imbalance of order \(\sqrt{C_0\ell^3}\). Recombination cannot remove this imbalance, since it conserves the difference between the two numbers. Diffusion must carry it away. At time \(t\) the smallest regions not yet evened out have \(\ell\sim\sqrt{Dt}\), so their excess concentration scales as \(\sqrt{C_0\ell^3}/\ell^3\sim C_0^{1/2}(Dt)^{-3/4}\).

The numerical factor is needed, because the time at which this excess takes over depends on its fourth power. Take equal diffusivities, \(D_I=D_V=D/2\). The difference \(C_I-C_V\) then obeys a diffusion equation that recombination does not enter. Each initial defect contributes a Gaussian of variance \(Dt\) per axis, with a plus sign for an interstitial and a minus sign for a vacancy. For random initial positions the sum has zero mean and variance \(2C_0(4\pi Dt)^{-3/2}\), where \((4\pi Dt)^{-3/2}\) is the integral of the squared Gaussian. When many Gaussians overlap, the sum is normally distributed, and its mean absolute value is \(\sqrt{2/\pi}\) times its standard deviation. If every region holds only one species, the mean concentration of each species is half of that:

\[
C_{\rm seg}(t)=\frac12\sqrt{\frac2\pi}\,\sqrt{\frac{2C_0}{(4\pi Dt)^{3/2}}}
=\sqrt{\frac{C_0}{\pi}}\,(4\pi Dt)^{-3/4}. \tag{41}
\]

This falls more slowly than the mean-field concentration, which approaches \(1/(4\pi r_cDt)\). Equating the two gives \(Dt=\pi/(4r_c^4C_0^2)\). Dividing by \(Dt_{1/2}=1/(4\pi r_cC_0)\), the crossover occurs at

\[
\frac{t}{t_{1/2}}\approx\frac{\pi^2}{r_c^3C_0}. \tag{42}
\]

Well beyond this time the crystal consists of regions rich in one species. At the density simulated above, \(r_c^3C_0=10^{-4}\), the estimate gives about \(10^5\) half-lives, far outside the range of that run. Equation (38) begins to overestimate the loss much earlier. Write \(C_IC_V=[(C_I+C_V)^2-(C_I-C_V)^2]/4\). After many half-lives recombination has damped the fluctuations of the sum, while the mean square of the difference is \(2C_0(4\pi Dt)^{-3/2}\). Relative to \(C^2\approx(4\pi r_cDt)^{-2}\), the rate is reduced by the fraction \(\tfrac12\sqrt{r_c^3C_0\,t/t_{1/2}}\). Integrating \(d(1/C)/dt\) then shows that the concentration exceeds Eq. (38) by about \(\tfrac13\sqrt{r_c^3C_0\,t/t_{1/2}}\) while this fraction is small. At \(r_c^3C_0=10^{-4}\) this is about 3 % after 100 half-lives and about 10 % after 1000. Dilution postpones the failure.

### Thermal generation

Equation (36) describes loss alone. A crystal also creates interstitial–vacancy pairs thermally. Some of these pairs recombine with their original partner, as described by Eq. (33), and \(k\) does not count those events. Let \(G\) therefore be the rate per volume at which pairs are created and then escape each other; the rate of creation itself is larger. In the dilute limit \(G\) does not depend on how many defects are already present. At equilibrium it must balance the recombination of defects from different pairs, which fixes it as \(G=kC_I^{\rm eq}C_V^{\rm eq}\). With the steady coefficient, the net equation is

\[
\frac{dC_I}{dt}=\frac{dC_V}{dt}=-k\left(C_IC_V-C_I^{\rm eq}C_V^{\rm eq}\right). \tag{43}
\]

Generation may be dropped while \(C_IC_V\gg C_I^{\rm eq}C_V^{\rm eq}\). Recombination and pair generation together drive the product of the concentrations to its equilibrium value. In general they do not bring each concentration to equilibrium, because \(C_I-C_V\) is conserved; surfaces, dislocations or other sinks are needed for that.

### Worked example

Take round model parameters for an unnamed crystal, where \(r_c\) is the effective radius described in assumption 3:

\[
\begin{aligned}
r_c&=0.5\ \text{nm}=5\times10^{-8}\ \text{cm}, & C_0&=10^{16}\ \text{cm}^{-3},\\
D_I&=4\times10^{-6}\ \text{cm}^2\,\text{s}^{-1}, & D_V&=1\times10^{-6}\ \text{cm}^2\,\text{s}^{-1}.
\end{aligned} \tag{44}
\]

Both species start at \(C_0\), and the supersaturation is taken to be large enough for generation to be neglected. The relative diffusivity is \(D=5\times10^{-6}\ \text{cm}^2\,\text{s}^{-1}\), and Eq. (18) gives

\[
\begin{aligned}
k&=4\pi(5\times10^{-8}\ \text{cm})(5\times10^{-6}\ \text{cm}^2\,\text{s}^{-1})\\
&=3.14\times10^{-12}\ \text{cm}^3\,\text{s}^{-1}
=3.14\times10^{-18}\ \text{m}^3\,\text{s}^{-1}.
\end{aligned} \tag{45}
\]

Holding the vacancy fixed would give \(2.51\times10^{-12}\ \text{cm}^3\,\text{s}^{-1}\), which is lower by 20 %, the share of \(D_V\) in \(D\).

The defects are dilute: the capture volume times the concentration is \((4\pi/3)r_c^3C_0=5.2\times10^{-6}\). The half-life from Eq. (39) is

\[
t_{1/2}=\frac{1}{(3.14\times10^{-12})(10^{16})}\ \text{s}=31.8\ \mu\text{s}. \tag{46}
\]

The transient excess falls to 1 % at the time given by Eq. (31),

\[
t_{0.01}=\frac{(5\times10^{-8})^2}{\pi(5\times10^{-6})(0.01)^2}\ \text{s}=1.59\ \mu\text{s}, \tag{47}
\]

and is 0.22 % at the half-life. The steady coefficient is therefore adequate for most of the decay. After 100 μs, \(kC_0t=3.142\), and

\[
C=\frac{10^{16}}{1+3.142}\ \text{cm}^{-3}=2.41\times10^{15}\ \text{cm}^{-3}. \tag{48}
\]

Including the transient through Eq. (37) lowers this value by 0.2 %. The correlations neglected in the closure (35) enter at the same order, \(\sqrt{r_c^3C_0}\approx10^{-3}\), and act in the opposite direction, so this is not the complete correction. For these parameters, an uncertainty in the capture radius matters far more than either: \(k\) is proportional to \(r_c\), so a 10 % change in the radius changes the coefficient by 10 %. These numbers hold for defects without interaction or contact barrier. For singly charged defects with an unscreened Coulomb energy \(U=\mp k_BT\,r_O/r\), Eq. (22) gives \(r_{\rm eff}=r_O/(1-e^{-r_O/r_c})\) for attraction and \(r_O/(e^{r_O/r_c}-1)\) for repulsion. With a dielectric constant of 11.7 at 1300 K, \(r_O\approx1.1\) nm, and \(k\) changes by a factor of about 2.5 or 0.27. The unrounded values for the neutral case are in the numerical output below.

## Values computed for the example and the checks

```
TESTS IN REDUCED UNITS (length r_c, time r_c^2/D)
t = 0.1: k(t)/k numerical = 2.7841, formula = 2.7841
t = 1: k(t)/k numerical = 1.5641, formula = 1.5642
t = 10: k(t)/k numerical = 1.1784, formula = 1.1784
t = 1000: k(t)/k numerical = 1.0178, formula = 1.0178
Random walks: D_I/D = 0.7, D_V/D = 0.3
Pair test: 100000 pairs, start separation = 2.0, time = 4.0
Reacted fraction, simulated = 0.3618
Reacted fraction, formula with D_I + D_V = 0.3618
Reacted fraction, formula with D_I only = 0.3363
Bulk test: 100 boxes, 27 I and 27 V per box, density = 1.0e-04, time = 800
Surviving fraction, simulated = 0.4856
Surviving fraction, formula with D_I + D_V = 0.4889
Surviving fraction, formula with D_I only = 0.5756
WORKED EXAMPLE
Capture radius r_c = 0.50 nm = 5.00e-08 cm
D_I = 4.00e-06 cm^2/s
D_V = 1.00e-06 cm^2/s
Relative diffusivity D = 5.00e-06 cm^2/s
Initial C_I = C_V = 1.00e+16 cm^-3
Recombination coefficient k = 3.1416e-12 cm^3/s = 3.1416e-18 m^3/s
k with the vacancy held fixed = 2.5133e-12 cm^3/s
Dilution parameter (4 pi/3) r_c^3 C = 5.236e-06
Half-life 1/(k C0) = 31.83 microseconds
Transient excess is 1 % at t = 1.592 microseconds
Transient excess at the half-life = 0.224 %
Observation time = 100 microseconds
C left, steady k = 2.4145e+15 cm^-3
C left, with transient = 2.4099e+15 cm^-3
```
